# RPA Correlation Energy from Sternheimer Eigenmodes: Truncation and Quadrature Errors: a numerical check

```python
"""RPA correlation energy of the He atom from eigenvalues of v*chi0(i omega).

Result under test (Hartree atomic units):
  E_c = (1/2pi) int_0^inf d omega sum_k [ln(1+s_k) - s_k],
where -s_k(omega) <= 0 are the eigenvalues of v*chi0(i omega), obtained by
subspace iteration with Sternheimer solves; and the laws for the errors made
by truncating modes, angular momenta L and frequency points.
Symbols: u0, eps0 occupied radial orbital and its energy; g = u0/r;
delta = excitation energies of the reference; B_ab = (0a|0b) Coulomb integrals;
n = electron density; K = number of modes kept, counted with degeneracy.
Radial functions are stored as coefficients f(r_i)*sqrt(weight_i).
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.linalg import eigh, svdvals
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


# ---------- radial finite-element grid with Lobatto points ----------
def radial_grid(edges, order):
    poly = Legendre.basis(order)
    x = np.concatenate(([-1.0], np.sort(poly.deriv().roots().real), [1.0]))
    p = poly(x)
    w = 2.0 / (order * (order + 1) * p**2)
    gap = x[:, None] - x[None, :] + np.eye(order + 1)
    D = p[:, None] / p[None, :] / gap
    np.fill_diagonal(D, 0.0)
    D[0, 0], D[-1, -1] = -order * (order + 1) / 4, order * (order + 1) / 4
    size = order * (len(edges) - 1) + 1
    stiff, mass, r = np.zeros((size, size)), np.zeros(size), np.zeros(size)
    for e in range(len(edges) - 1):
        h = edges[e + 1] - edges[e]
        part = slice(e * order, (e + 1) * order + 1)
        stiff[part, part] += (2 / h) * D.T @ (w[:, None] * D)
        mass[part] += h / 2 * w
        r[part] = edges[e] + h / 2 * (x + 1)
    inner = slice(1, -1)
    root = np.sqrt(mass[inner])
    minus_d2 = stiff[inner, inner] / root[:, None] / root[None, :]
    return r[inner], mass[inner], mass[0], (minus_d2 + minus_d2.T) / 2


edges = [0, 0.2, 0.5, 0.9, 1.4, 2.0, 2.8, 4.0, 6.0, 9.0, 15.0]
R_BOX = edges[-1]
r, wt, wt_origin, minus_d2 = radial_grid(edges, 12)
root_wt = np.sqrt(wt)
identity = np.eye(len(r))


def laplacian(L):
    return minus_d2 + np.diag(L * (L + 1) / r**2)


def coulomb(L):
    edge = (r / R_BOX) ** (L + 1) * root_wt
    k = np.linalg.inv(laplacian(L)) + R_BOX / (2 * L + 1) * np.outer(edge, edge)
    return (k + k.T) / 2


# ---------- exact-exchange Kohn-Sham reference of helium ----------
Z = 2.0
k0 = coulomb(0)
v_half = np.zeros(len(r))
eps_old = 0.0
for cycle in range(60):
    v_s = -Z / r + v_half
    e, vec = eigh(minus_d2 / 2 + np.diag(v_s))
    eps0, u0 = e[0], vec[:, 0] * np.sign(vec[5, 0])
    v_half = (k0 @ (u0**2 / root_wt / r)) / root_wt / r
    if abs(eps0 - eps_old) < 1e-10:
        break
    eps_old = eps0
assert abs(eps0 - eps_old) < 1e-9
e_hf = 2 * eps0 - np.sum(u0**2 * v_half)
g = u0 / root_wt / r
g_origin = np.polyval(np.polyfit(r[:5], g[:5], 4), 0.0)
dens, dens_origin = g**2 / (2 * np.pi), g_origin**2 / (2 * np.pi)


def channel(L):
    """Reference spectrum and Coulomb factor of one angular momentum."""
    C = np.linalg.cholesky(coulomb(L))
    h = laplacian(L) / 2 + np.diag(v_s)
    e, V = eigh(h)
    if L == 0:
        e, V = e[1:], V[:, 1:]
    X = 2 * C.T @ (g[:, None] * V)
    return dict(C=C, h=h, delta=e - eps0, X=X, B=X.T @ X / 4)


L_MAX = 40
chan = [channel(L) for L in range(L_MAX + 1)]


def screening_matrix(L, omega):
    c = chan[L]
    return (c["X"] * (c["delta"] / (c["delta"]**2 + omega**2))) @ c["X"].T


def spectrum(L, omega):
    s = np.linalg.eigvalsh(screening_matrix(L, omega))[::-1]
    return np.maximum(s, 0.0)


def ring(s):
    return np.log1p(s) - s


def plasmon_energy(delta, B):
    """Closed form (sum of RPA minus bare excitation energies)/2 - tr B."""
    low = np.linalg.cholesky(np.diag(delta) + 4 * B)
    big_omega = svdvals(low.T * np.sqrt(delta))
    return 0.5 * (big_omega.sum() - delta.sum()) - np.trace(B)


def frequencies(n, m, scale=1.0):
    """Gauss-Legendre under omega = scale*((1+x)/(1-x))**m; includes 1/2pi."""
    x, w = leggauss(n)
    z = (1 + x) / (1 - x)
    jac = scale * m * z ** (m - 1) * 2 / (1 - x) ** 2
    return scale * z**m, w * jac / (2 * np.pi)


# ---------- independent Gaussian-basis check, s and p functions ----------
shells = [[0, [0.06 * 2.2**k, 1.0]] for k in range(16)]
shells += [[1, [0.08 * 2.2**k, 1.0]] for k in range(12)]
mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
e_hf_gauss = mf.kernel()
h_gauss = mf.get_hcore() + 0.5 * mf.get_j()
e_g, c_g = eigh(h_gauss, mf.get_ovlp())
eri = mol.intor("int2e")
half = np.tensordot(c_g[:, 0], eri, axes=(0, 0))
pair = np.einsum("qrs,r->qs", half, c_g[:, 0])
del eri, half
B_g = c_g[:, 1:].T @ pair @ c_g[:, 1:]
ec_gauss = plasmon_energy(e_g[1:] - e_g[0], (B_g + B_g.T) / 2)
exact_L = [(2 * L + 1) * plasmon_energy(chan[L]["delta"], chan[L]["B"])
           for L in range(6)]
assert abs(e_hf - e_hf_gauss) < 2e-5
assert abs(ec_gauss - exact_L[0] - exact_L[1]) < 1e-4


# ---------- Sternheimer solver ----------
def solve_sternheimer(A, P, rhs, tol=1e-9):
    """Preconditioned conjugate gradients for complex symmetric A, by column."""
    x, res = np.zeros(rhs.shape, complex), rhs.astype(complex)
    limit = tol * np.linalg.norm(rhs, axis=0)
    zed = P @ res
    p, rho = zed.copy(), np.sum(res * zed, axis=0)
    for it in range(1, 301):
        q = A @ p
        active = np.linalg.norm(res, axis=0) > limit
        alpha = np.where(active, rho / np.sum(p * q, axis=0), 0)
        x += alpha * p
        res -= alpha * q
        if np.all(np.linalg.norm(res, axis=0) <= limit):
            return x, it
        zed = P @ res
        rho_new = np.sum(res * zed, axis=0)
        p = zed + p * (rho_new / rho)
        rho = rho_new
    raise RuntimeError("Sternheimer solver did not converge")


def sternheimer_setup(L, omega):
    shift = (1j * omega - eps0) * identity
    A = chan[L]["h"] + shift
    if L == 0:
        A = A + np.outer(u0, u0)
    return A, np.linalg.inv(laplacian(L) / 2 + shift)


def apply_screening(L, A, P, Y):
    C = chan[L]["C"]
    b = g[:, None] * (C @ Y)
    if L == 0:
        b = b - np.outer(u0, u0 @ b)
    w, it = solve_sternheimer(A, P, b)
    return C.T @ (4 * g[:, None] * w.real), it


for L, omega in [(0, 1e-3), (0, 2.0), (1, 0.3), (4, 30.0)]:
    Y = rng.standard_normal((len(r), 3))
    got, _ = apply_screening(L, *sternheimer_setup(L, omega), Y)
    ref = screening_matrix(L, omega) @ Y
    assert np.max(abs(got - ref)) < 1e-6 * np.max(abs(ref))

# two occupied orbitals: unprojected solves equal occupied-to-empty sum
h_two = minus_d2 / 2 - np.diag(4.0 / r)
e2, V2 = eigh(h_two)
field, resp_solve, resp_sum = np.exp(-r), 0.0, 0.0
for i in range(2):
    src = field * V2[:, i]
    w = np.linalg.solve(h_two + (0.7j - e2[i]) * identity, src)
    resp_solve = resp_solve + V2[:, i] * w.real
    gap = e2[2:] - e2[i]
    coef = gap / (gap**2 + 0.7**2) * (V2[:, 2:].T @ src)
    resp_sum = resp_sum + V2[:, i] * (V2[:, 2:] @ coef)
assert np.max(abs(resp_solve - resp_sum)) < 1e-7 * np.max(abs(resp_sum))

# contraction of the last Ritz value in a block of six
S = screening_matrix(1, 1.0)
s_ref = spectrum(1, 1.0)
V = np.linalg.qr(rng.standard_normal((len(r), 6)))[0]
ritz_error = []
for step in range(15):
    W = S @ V
    ritz_error.append(s_ref[5] - np.linalg.eigvalsh(V.T @ W)[0])
    V = np.linalg.qr(W)[0]
rate = (ritz_error[14] / ritz_error[8]) ** (1 / 6)
rate_law = (s_ref[6] / s_ref[5]) ** 2
assert abs(rate / rate_law - 1) < 0.05

# ---------- production run with Sternheimer subspace iteration ----------
KEPT, BLOCK, L_RUN, N_RUN = 8, 12, 5, 16
om_run, w_run = frequencies(N_RUN, 2)
e_run = e_dense_kept = e_dense_all = 0.0
solver_its, outer_its = [], []
for L in range(L_RUN + 1):
    V = np.linalg.qr(rng.standard_normal((len(r), BLOCK)))[0]
    for omega, w in zip(om_run, w_run):
        A, P = sternheimer_setup(L, omega)
        previous = np.inf
        for step in range(1, 101):
            W, it = apply_screening(L, A, P, V)
            solver_its.append(it)
            H = V.T @ W
            theta, rot = np.linalg.eigh((H + H.T) / 2)
            theta, rot = theta[::-1], rot[:, ::-1]
            V = np.linalg.qr(W @ rot)[0]
            part = w * (2 * L + 1) * ring(theta[:KEPT]).sum()
            if abs(part - previous) < 1e-9:
                break
            previous = part
        else:
            raise RuntimeError("subspace iteration did not converge")
        outer_its.append(step)
        e_run += part
        s = spectrum(L, omega)
        e_dense_kept += w * (2 * L + 1) * ring(s[:KEPT]).sum()
        e_dense_all += w * (2 * L + 1) * ring(s).sum()
e_closed = sum(exact_L)
assert -1e-8 < e_run - e_dense_kept < 1e-6

# ---------- all modes, all channels, 24 frequencies ----------
om, w_om = frequencies(24, 2)
K_list = [50, 100, 200, 400, 800, 1600]
raw, upper, lower, cubic = (np.zeros(len(K_list)) for _ in range(4))
e_L, second_L = np.zeros(L_MAX + 1), np.zeros(L_MAX + 1)
for omega, w in zip(om, w_om):
    merged = []
    for L in range(L_MAX + 1):
        s = spectrum(L, omega)
        e_L[L] += w * (2 * L + 1) * ring(s).sum()
        second_L[L] -= w * (2 * L + 1) * 0.5 * np.sum(s**2)
        merged.append(np.repeat(s, 2 * L + 1))
    s = np.sort(np.concatenate(merged))[::-1]
    f, sq = ring(s), 0.5 * s**2
    for j, K in enumerate(K_list):
        raw[j] -= w * f[K:].sum()
        upper[j] += w * sq[K:].sum()
        lower[j] += w * sq[K:].sum() / (1 + 2 * s[K] / 3)
        cubic[j] += w * (f[K:] + sq[K:]).sum()
assert abs(e_L[:6].sum() - e_closed) < 2e-6
second_sum = 0.0
for L in range(6):
    d = chan[L]["delta"]
    second_sum -= (2 * L + 1) * np.sum(
        2 * chan[L]["B"]**2 / (d[:, None] + d[None, :]))
assert abs(second_sum - second_L[:6].sum()) < 2e-6
assert np.all(raw <= upper) and np.all(raw >= lower)
span = np.log(K_list[5] / K_list[2])
p_raw = np.log(raw[2] / raw[5]) / span
p_cubic = np.log(cubic[2] / cubic[5]) / span
assert abs(p_raw - 1) < 0.2
assert abs(p_cubic - 7 / 3) < 0.3
left_after_extrapolation = 2 * raw[5] - raw[4]
assert abs(left_after_extrapolation) < 0.35 * raw[5]

# ---------- semiclassical law for angular channels ----------
A_L = 3 * np.pi**2 * np.sum(wt * dens**2 * r**5)
nu = np.arange(L_MAX + 1) + 0.5
scaled = -e_L * nu**4
a, b = nu[10]**2, nu[20]**2
A_num = (b * scaled[20] - a * scaled[10]) / (b - a)
assert abs(A_num / A_L - 1) < 0.01
e_total = e_L.sum() - A_L / (3 * (L_MAX + 1)**3)
e_cut16 = e_L[:17].sum() - A_L / (3 * 17**3)
assert abs(e_cut16 - e_total) < 1e-6

# ---------- eigenvalue law within the L=0 channel at omega=0 ----------
s0 = spectrum(0, 0.0)
slope_num = (s0[23]**-0.25 - s0[11]**-0.25) / 12
quarter = np.sum(wt * dens**0.25) + wt_origin * dens_origin**0.25
slope_law = np.pi / ((16 * np.pi)**0.25 * quarter)
assert abs(slope_num / slope_law - 1) < 0.05

# ---------- finer L=0 grid: short wavelengths at high frequency ----------
fine_edges = [0, 0.1, 0.22, 0.36, 0.52, 0.72, 1.0, 1.4, 2.0, 3.0, 5.0, 8.0,
              R_BOX]
rf, wf, _, d2f = radial_grid(fine_edges, 20)
root_f = np.sqrt(wf)
# rectangular Coulomb factor: Cf @ Cf.T is the L=0 interaction
Cf = np.column_stack((np.linalg.inv(np.linalg.cholesky(d2f)).T,
                      np.sqrt(R_BOX) * rf / R_BOX * root_f))
vf = np.zeros(len(rf))
for cycle in range(20):
    ef, Vf = eigh(d2f / 2 + np.diag(-Z / rf + vf))
    uf = Vf[:, 0]
    vf = (Cf @ (Cf.T @ (uf**2 / root_f / rf))) / root_f / rf
assert abs(ef[0] - eps0) < 1e-7
delta_f = ef[1:] - ef[0]
Xf = 2 * Cf.T @ ((uf / root_f / rf)[:, None] * Vf[:, 1:])
closed_fine = plasmon_energy(delta_f, Xf.T @ Xf / 4)


def spectrum_fine(omega):
    S = (Xf * (delta_f / (delta_f**2 + omega**2))) @ Xf.T
    return np.maximum(np.linalg.eigvalsh(S), 0.0)


# ---------- high-frequency tails ----------
n2_line = np.sum(wt * dens**2) + wt_origin * dens_origin**2
n2_vol = 4 * np.pi * np.sum(wt * r**2 * dens**2)


def tail_limit_L0(spectrum_of, omegas):
    omegas = np.array(omegas)
    t = np.array([-ring(spectrum_of(o)).sum() * o**3.5 for o in omegas])
    return np.polyfit(omegas**-0.5, t / (3 * np.pi**2 * n2_line), 2)[-1]


low_set, high_set = (150.0, 600.0, 2400.0), (625.0, 2500.0, 10000.0)
tail_main_low = tail_limit_L0(lambda o: spectrum(0, o), low_set)
tail_fine_low = tail_limit_L0(spectrum_fine, low_set)
tail0_limit = tail_limit_L0(spectrum_fine, high_set)
assert abs(tail0_limit - 1) < 0.05

om3 = np.array([100.0, 200.0, 400.0])
tail = []
for o in om3:
    total = sum((2 * L + 1) * ring(spectrum(L, o)).sum()
                for L in range(L_MAX + 1))
    tail.append(-total * o**2.5 / (np.pi * n2_vol))
powers = np.column_stack((np.ones(3), om3**-1.0, om3**-1.5))
tail_limit = np.linalg.solve(powers, np.array(tail))[0]
assert abs(tail_limit - 1) < 0.06


# ---------- frequency quadrature ----------
def quad_L0(n, m):
    o, w = frequencies(n, m)
    return sum(wi * ring(spectrum_fine(oi)).sum() for oi, wi in zip(o, w))


def quad_total_simple(n):
    o, w = frequencies(n, 1)
    out = 0.0
    for oi, wi in zip(o, w):
        for L in range(L_MAX + 1):
            S = screening_matrix(L, oi)
            val = np.linalg.slogdet(identity + S)[1] - np.trace(S)
            out += wi * (2 * L + 1) * val
    return out


n_list = [15, 30, 60]
converged_L0 = quad_L0(60, 2)
assert abs(converged_L0 - closed_fine) < 1e-7
err1 = [abs(quad_L0(n, 1) - converged_L0) for n in n_list]
err2 = [abs(quad_L0(n, 2) - converged_L0) for n in n_list[:2]]
p_one = np.log(err1[1] / err1[2]) / np.log(60.5 / 30.5)
assert abs(p_one - 5) < 0.6
err_tot = [abs(quad_total_simple(n) - e_L.sum()) for n in (12, 24)]
p_tot = np.log(err_tot[0] / err_tot[1]) / np.log(24.5 / 12.5)
assert abs(p_tot - 3) < 0.5

pole, rho_pair = 4.0, []
for m, n1, n2 in [(1, 5, 20), (2, 8, 36)]:
    def pole_error(n):
        o, w = frequencies(n, m)
        return abs(2 * np.pi * np.sum(w * pole / (pole**2 + o**2)) - np.pi / 2)
    first = max(pole_error(n1 + j) for j in range(3))
    last = max(pole_error(n2 + j) for j in range(3))
    rho_num = np.exp(np.log(first / last) / (2 * (n2 - n1)))
    z = (1j * pole) ** (1 / m)
    half_sum = (1 + abs(z)) / abs(1 + z)
    rho_law = half_sum + np.sqrt(half_sum**2 - 1)
    assert abs(np.log(rho_num) / np.log(rho_law) - 1) < 0.1
    rho_pair.append((m, rho_num, rho_law))

# ---------- output ----------
print(f"radial points {len(r)} (fine L=0 grid {len(rf)}), "
      f"box radius {R_BOX:.1f} bohr, L up to {L_MAX}")
print(f"orbital energy eps0 = {eps0:.6f} Ha")
print(f"Hartree-Fock energy: grid {e_hf:.6f}, Gaussian {e_hf_gauss:.6f} Ha")
print(f"E_c (L=0,1): grid {exact_L[0]+exact_L[1]:.6f}, "
      f"Gaussian s,p {ec_gauss:.6f} Ha")
for L in (0, 1, 2, 3, 4, 5, 10, 20):
    print(f"L={L:2d}: E_L = {e_L[L]:.4e} Ha, -E_L(L+1/2)^4 = {scaled[L]:.4f} Ha")
print(f"L-law coefficient: density {A_L:.4f}, extrapolated {A_num:.4f} Ha")
print(f"total RPA E_c = {e_total:.6f} Ha = {e_total*HARTREE_EV:.4f} eV")
print(f"same from L<=16 plus tail law = {e_cut16:.6f} Ha")
print(f"second-order ring energy, L<=40: {second_L.sum():.6f} Ha")
print(f"Sternheimer run: {KEPT} modes kept, block {BLOCK}, "
      f"L<={L_RUN}, {N_RUN} frequencies")
print(f"  Sternheimer E_c = {e_run:.7f} Ha")
print(f"  dense, same modes = {e_dense_kept:.7f} Ha")
print(f"  dense, all modes = {e_dense_all:.7f} Ha")
print(f"  closed form, L<=5 = {e_closed:.7f} Ha")
print(f"  iteration error = {e_run-e_dense_kept:.1e} Ha")
print(f"  mode truncation error = {e_dense_kept-e_dense_all:.2e} Ha")
print(f"  quadrature error = {e_dense_all-e_closed:.1e} Ha")
print(f"  missing L>5: actual {e_total-e_L[:6].sum():.3e}, "
      f"law {-A_L/(3*6**3):.3e} Ha")
print(f"  linear-solver iterations: mean {np.mean(solver_its):.1f}, "
      f"max {max(solver_its)}")
print(f"  subspace steps: mean {np.mean(outer_its):.1f}, max {max(outer_its)}")
print(f"Ritz contraction per step: measured {rate:.4f}, law {rate_law:.4f}")
for j, K in enumerate(K_list):
    print(f"K={K:4d}: error {raw[j]:.3e}, bounds {lower[j]:.3e} "
          f"{upper[j]:.3e}, with 2nd-order trace {cubic[j]:.2e} Ha")
print(f"mode exponents K=200..1600: raw {p_raw:.3f}, corrected {p_cubic:.3f}")
print(f"error after 1/K extrapolation (800,1600): "
      f"{left_after_extrapolation:.2e} Ha")
print("largest s_k, L=0, omega=0: " + " ".join(f"{x:.4f}" for x in s0[:5]))
print(f"slope of s_k^(-1/4): measured {slope_num:.4f}, law {slope_law:.4f}")
print(f"L=0 tail/law from 150-2400 Ha: main grid {tail_main_low:.4f}, "
      f"fine grid {tail_fine_low:.4f}")
print(f"L=0 tail/law from 625-10000 Ha, fine grid: {tail0_limit:.4f}")
print(f"all-L tail/law from 100-400 Ha: {tail_limit:.4f}")
for j, n in enumerate(n_list):
    print(f"L=0 quadrature, simple map, n={n}: error {err1[j]:.1e} Ha")
for j, n in enumerate(n_list[:2]):
    print(f"L=0 quadrature, squared map, n={n}: error {err2[j]:.1e} Ha")
print(f"simple map, all L: error n=12 {err_tot[0]:.2e}, "
      f"n=24 {err_tot[1]:.2e} Ha")
print(f"simple-map exponents: L=0 {p_one:.2f}, all L {p_tot:.2f}")
for m, rho_num, rho_law in rho_pair:
    print(f"pole at {pole:.1f} Ha, map power {m}: rho measured "
          f"{rho_num:.3f}, law {rho_law:.3f}")
print("checks complete")
```

Printed output:

```
radial points 119 (fine L=0 grid 239), box radius 15.0 bohr, L up to 40
orbital energy eps0 = -0.917956 Ha
Hartree-Fock energy: grid -2.861680, Gaussian -2.861679 Ha
E_c (L=0,1): grid -0.072700, Gaussian s,p -0.072685 Ha
L= 0: E_L = -2.9195e-02 Ha, -E_L(L+1/2)^4 = 0.0018 Ha
L= 1: E_L = -4.3504e-02 Ha, -E_L(L+1/2)^4 = 0.2202 Ha
L= 2: E_L = -7.1717e-03 Ha, -E_L(L+1/2)^4 = 0.2801 Ha
L= 3: E_L = -2.0161e-03 Ha, -E_L(L+1/2)^4 = 0.3025 Ha
L= 4: E_L = -7.6349e-04 Ha, -E_L(L+1/2)^4 = 0.3131 Ha
L= 5: E_L = -3.4841e-04 Ha, -E_L(L+1/2)^4 = 0.3188 Ha
L=10: E_L = -2.6971e-05 Ha, -E_L(L+1/2)^4 = 0.3278 Ha
L=20: E_L = -1.8657e-06 Ha, -E_L(L+1/2)^4 = 0.3295 Ha
L-law coefficient: density 0.3316, extrapolated 0.3301 Ha
total RPA E_c = -0.083494 Ha = -2.2720 eV
same from L<=16 plus tail law = -0.083494 Ha
second-order ring energy, L<=40: -0.096606 Ha
Sternheimer run: 8 modes kept, block 12, L<=5, 16 frequencies
  Sternheimer E_c = -0.0829911 Ha
  dense, same modes = -0.0829911 Ha
  dense, all modes = -0.0829994 Ha
  closed form, L<=5 = -0.0829993 Ha
  iteration error = 5.0e-09 Ha
  mode truncation error = 8.28e-06 Ha
  quadrature error = -4.2e-08 Ha
  missing L>5: actual -4.947e-04, law -5.117e-04 Ha
  linear-solver iterations: mean 6.4, max 10
  subspace steps: mean 2.7, max 10
Ritz contraction per step: measured 0.3388, law 0.3407
K=  50: error 1.362e-03, bounds 1.361e-03 1.364e-03, with 2nd-order trace 1.40e-06 Ha
K= 100: error 6.827e-04, bounds 6.825e-04 6.830e-04, with 2nd-order trace 2.90e-07 Ha
K= 200: error 3.369e-04, bounds 3.369e-04 3.370e-04, with 2nd-order trace 5.55e-08 Ha
K= 400: error 1.672e-04, bounds 1.671e-04 1.672e-04, with 2nd-order trace 1.11e-08 Ha
K= 800: error 8.230e-05, bounds 8.230e-05 8.230e-05, with 2nd-order trace 2.16e-09 Ha
K=1600: error 4.017e-05, bounds 4.017e-05 4.017e-05, with 2nd-order trace 4.28e-10 Ha
mode exponents K=200..1600: raw 1.023, corrected 2.339
error after 1/K extrapolation (800,1600): -1.96e-06 Ha
largest s_k, L=0, omega=0: 0.5876 0.0629 0.0170 0.0065 0.0030
slope of s_k^(-1/4): measured 0.7232, law 0.7201
L=0 tail/law from 150-2400 Ha: main grid 0.9496, fine grid 0.9597
L=0 tail/law from 625-10000 Ha, fine grid: 0.9879
all-L tail/law from 100-400 Ha: 0.9812
L=0 quadrature, simple map, n=15: error 3.2e-07 Ha
L=0 quadrature, simple map, n=30: error 1.9e-08 Ha
L=0 quadrature, simple map, n=60: error 7.3e-10 Ha
L=0 quadrature, squared map, n=15: error 6.2e-08 Ha
L=0 quadrature, squared map, n=30: error 1.5e-13 Ha
simple map, all L: error n=12 2.26e-05, n=24 3.47e-06 Ha
simple-map exponents: L=0 4.73, all L 2.79
pole at 4.0 Ha, map power 1: rho measured 1.947, law 1.899
pole at 4.0 Ha, map power 2: rho measured 1.490, law 1.459
checks complete
```
